# A skyrmion number does not make a polar texture indestructible: verification in Python

```python
"""
Result under test: the integer skyrmion number Q of a polar texture changes
over a FINITE barrier, because the polarization magnitude can vanish at a point.

Model: disc, thickness-uniform polarization P = P0*(p(r) phi_hat + q(r) z_hat),
rim fixed at -P0 z_hat.  Energy density
    W0*(p^2+q^2-1)^2 + kappa*W0*p^2 + (A/2)*|grad(P/P0)|^2,   A = G*P0^2.
Lengths are in delta = sqrt(A/(2*W0)), energies in 2*pi*W0*delta^2*thickness.
A series capacitor under bias adds lam*(rc^2/2)*(m - mc)^2, m = disc mean of q.
"field" is the dimensionless film field H = E*P0/W0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh

# ---------- inputs (rough values, regime of lead titanate films) ----------
P0 = 0.70               # C/m^2
W0 = 60e6               # J/m^3
G = 1.5e-10             # J m^3/C^2
kappa = 0.40
disc_radius = 16e-9     # m
thickness = 8e-9        # m
C_series = 1.7e-15      # F
eps_background = 10.0
bias = -0.100           # V
temperature = 300.0     # K
soft_mode_hz = 3e12     # rough
screening_length = 1e-11  # m, rough effective value of a real electrode
lattice = 0.4e-9        # m, rough

A = G * P0**2
delta = np.sqrt(A / (2 * W0))
rc = disc_radius / delta
area = np.pi * disc_radius**2
C_back = eps_background * const.epsilon_0 * area / thickness
lam = P0**2 * area / (2 * thickness * W0 * (C_series + C_back))
mc_bias = C_series * bias / (area * P0)
unit_eV = 2 * np.pi * W0 * delta**2 * thickness / const.e
volt_per_mc = area * P0 / C_series


def lattice_charge(field):
    """Skyrmion number: sum of signed solid angles of spherical triangles."""
    n = field / np.linalg.norm(field, axis=-1, keepdims=True)
    a, b, c, d = n[:-1, :-1], n[1:, :-1], n[1:, 1:], n[:-1, 1:]
    total = 0.0
    for u, v, w in ((a, b, c), (a, c, d)):
        triple = np.sum(u * np.cross(v, w), axis=-1)
        denom = 1 + np.sum(u * v + v * w + w * u, axis=-1)
        total += np.sum(2 * np.arctan2(triple, denom))
    return total / (4 * np.pi)


class Disc:
    """Radial finite-volume discretization of the disc."""

    def __init__(self, n):
        self.n = n
        h = rc / n
        self.r = (np.arange(n) + 0.5) * h
        self.w = self.r * h
        self.W = np.concatenate([self.w, self.w])
        k = np.arange(1, n).astype(float)   # face radius / cell width
        L = np.zeros((n, n))
        i = np.arange(n - 1)
        L[i, i] += k
        L[i + 1, i + 1] += k
        L[i, i + 1] -= k
        L[i + 1, i] -= k
        self.rim = 2 * rc / h
        L[-1, -1] += self.rim
        self.L = L

    def mean(self, u):
        return 2 / rc**2 * np.sum(self.w * u[self.n:])

    def centre(self, u):
        q = u[self.n:]
        return (9 * q[0] - q[1]) / 8

    def energy(self, u, field=0.0, stiff=0.0, mc=0.0):
        p, q = u[:self.n], u[self.n:]
        s = p * p + q * q
        e = p @ self.L @ p + q @ self.L @ q + self.rim * (2 * q[-1] + 1)
        e += np.sum(self.w * (p**2 / self.r**2 + kappa * p**2 + (s - 1)**2))
        e -= field * np.sum(self.w * q)
        return e + stiff * rc**2 / 2 * (self.mean(u) - mc)**2

    def derivatives(self, u, field=0.0, stiff=0.0, mc=0.0):
        n, w, r = self.n, self.w, self.r
        p, q = u[:n], u[n:]
        s = p * p + q * q
        gp = 2 * self.L @ p + w * p * (2 / r**2 + 2 * kappa + 4 * (s - 1))
        gq = 2 * self.L @ q + w * 4 * (s - 1) * q - field * w
        gq[-1] += 2 * self.rim
        gq += 2 * stiff * (self.mean(u) - mc) * w
        H = np.zeros((2 * n, 2 * n))
        H[:n, :n] = 2 * self.L
        H[n:, n:] = 2 * self.L + 4 * stiff / rc**2 * np.outer(w, w)
        i = np.arange(n)
        H[i, i] += w * (2 / r**2 + 2 * kappa + 4 * (s - 1) + 8 * p * p)
        H[i + n, i + n] += w * (4 * (s - 1) + 8 * q * q)
        H[i, i + n] = H[i + n, i] = 8 * w * p * q
        return np.concatenate([gp, gq]), H

    def newton(self, u, **kw):
        for _ in range(40):
            g, H = self.derivatives(u, **kw)
            step = np.linalg.solve(H, -g)
            u = u + step
            if np.max(np.abs(step)) < 1e-9:
                return u
        raise RuntimeError("Newton iteration did not converge")

    def newton_fixed_mean(self, u, field, target):
        """Stationary state of given mean q; the film field is an unknown."""
        n = self.n
        weight = np.concatenate([np.zeros(n), self.w])
        M = np.zeros((2 * n + 1, 2 * n + 1))
        for _ in range(40):
            g, H = self.derivatives(u, field=field)
            M[:-1, :-1] = H
            M[:-1, -1] = -weight
            M[-1, :-1] = weight
            rhs = np.append(-g, target * rc**2 / 2 - weight @ u)
            step = np.linalg.solve(M, rhs)
            u = u + step[:-1]
            field = field + step[-1]
            if np.max(np.abs(step)) < 1e-9:
                return u, field
        raise RuntimeError("bordered Newton iteration did not converge")

    def flow(self, u, mc, max_steps=2000):
        """Overdamped downhill motion; returns all visited states."""
        states = [u]
        for _ in range(max_steps):
            g, H = self.derivatives(u, stiff=lam, mc=mc)
            speed = np.max(np.abs(0.5 * g / self.W))
            if speed < 1e-4:
                break
            dt = np.clip(0.05 / speed, 0.01, 1.0)
            u = u + np.linalg.solve(np.diag(self.W / dt) + 0.5 * H, -0.5 * g)
            states.append(u)
        else:
            raise RuntimeError("flow did not settle")
        return states

    def radial_modes(self, u, mc):
        H = self.derivatives(u, stiff=lam, mc=mc)[1]
        root = np.sqrt(self.W)
        val, vec = eigh(0.5 * H / np.outer(root, root))
        return val, vec / root[:, None]

    def angular_mode(self, u, k):
        """Lowest stiffness for perturbations varying as cos/sin(k*phi)."""
        n, w, r = self.n, self.w, self.r
        p, q = u[:n], u[n:]
        s = p * p + q * q
        M = np.zeros((3 * n, 3 * n))
        for b in range(3):
            M[b * n:(b + 1) * n, b * n:(b + 1) * n] = self.L
        i = np.arange(n)
        plane = w * ((k * k + 1) / r**2 + kappa + 2 * (s - 1))
        M[i, i] += plane
        M[i + n, i + n] += plane + 4 * w * p * p
        M[i + 2*n, i + 2*n] += w * (k * k / r**2 + 2 * (s - 1) + 4 * q * q)
        M[i, i + n] = M[i + n, i] = -2 * k * w / r**2
        M[i + n, i + 2*n] = M[i + 2*n, i + n] = 4 * w * p * q
        root = np.sqrt(np.tile(w, 3))
        return eigh(M / np.outer(root, root), eigvals_only=True,
                    subset_by_index=[0, 0])[0]

    def radius(self, u):
        q = u[self.n:]
        j = np.where((q[:-1] > 0) & (q[1:] <= 0))[0]
        if len(j) == 0:
            return 0.0
        j = j[-1]
        return self.r[j] + (self.r[j+1] - self.r[j]) * q[j] / (q[j] - q[j+1])

    def charge(self, u):
        x = np.linspace(-rc, rc, 160)
        X, Y = np.meshgrid(x, x, indexing="ij")
        R = np.hypot(X, Y)
        nodes = np.concatenate([[0], self.r, [rc]])
        p = np.interp(R, nodes, np.concatenate([[0], u[:self.n], [0]]))
        q = np.interp(R, nodes,
                      np.concatenate([[self.centre(u)], u[self.n:], [-1]]))
        return lattice_charge(np.stack([-Y * p / R, X * p / R, q], axis=-1))


def find_states(n):
    """Skyrmion, stationary branch at decreasing mean q, and saddle."""
    disc = Disc(n)
    arg = np.sqrt(kappa) * (disc.r - 0.47 * rc)
    guess = np.concatenate([np.sqrt(1 - kappa) / np.cosh(arg)
                            * np.tanh(disc.r), -np.tanh(arg)])
    sky = disc.newton(disc.flow(guess, mc_bias)[-1], stiff=lam, mc=mc_bias)
    m = disc.mean(sky)
    H = 2 * lam * (mc_bias - m)
    fields, states, mcs = [H], [sky], [mc_bias]
    u = sky
    for _ in range(250):
        m -= 0.003
        old_radius = disc.radius(u)
        u, H = disc.newton_fixed_mean(u, H, m)
        # the bubble must shrink continuously: no jump to another branch
        assert 0 < old_radius - disc.radius(u) < 0.4
        fields.append(H)
        states.append(u)
        mcs.append(m + H / (2 * lam))
        if mcs[-1] > mc_bias + 0.01:
            break
    else:
        raise RuntimeError("no saddle found on the branch")
    fields, mcs = np.array(fields), np.array(mcs)
    assert np.all(np.diff(fields) > 0)
    lowest = np.argmin(mcs)
    near = lowest + np.argmin(np.abs(mcs[lowest:] - mc_bias))
    saddle = disc.newton(states[near], stiff=lam, mc=mc_bias)
    assert abs(disc.radius(saddle) - disc.radius(states[near])) < 0.4
    assert np.sum(disc.radial_modes(sky, mc_bias)[0] < 0) == 0
    assert np.sum(disc.radial_modes(saddle, mc_bias)[0] < 0) == 1
    return disc, sky, saddle, fields, states, mcs


# ---------- topology: jumps of Q at zeros of either sign ----------
def two_zero_field(x, y, a):
    env = np.exp(-(x * x + y * y) / 2)
    pz = -1 + a * (1 + 0.3 * x) * np.exp(-(x * x + y * y) / 8)
    return np.stack([(x * x - 1) * env, y * env, pz], axis=-1)


g1 = np.linspace(-7, 7, 200)
GX, GY = np.meshgrid(g1, g1, indexing="ij")
two_zero_Q = [lattice_charge(two_zero_field(GX, GY, a)) for a in (2.0, 1.2, 0.6)]
assert np.allclose(two_zero_Q, np.round(two_zero_Q), atol=1e-3)
for step, x0 in enumerate((-1.0, 1.0)):
    a0 = np.exp(1 / 8) / (1 + 0.3 * x0)      # here P vanishes at (x0, 0)
    point = np.array([x0, 0.0, a0])
    assert np.linalg.norm(two_zero_field(*point)) < 1e-12
    jac = np.array([(two_zero_field(*(point + d)) - two_zero_field(*(point - d)))
                    / 2e-5 for d in 1e-5 * np.eye(3)])
    jump = -np.sign(np.linalg.det(jac))      # minus: a decreases on the path
    assert abs(two_zero_Q[step + 1] - two_zero_Q[step] - jump) < 2e-3

# ---------- fixed-length skyrmion: gradient energy independent of radius ----
fixed_length = []
for size in (0.5, 2.0):
    def density(r, a=size):
        theta = 2 * np.arctan2(a, r)
        slope = -2 * a / (r * r + a * a)
        return r * slope**2 + np.sin(theta)**2 / r
    fixed_length.append(quad(density, 0, 5)[0] + quad(density, 5, np.inf)[0])
four_pi_A = 4 * np.pi * A / (2 * np.pi * W0 * delta**2)
assert np.allclose(fixed_length, four_pi_A, rtol=1e-5)

# ---------- exact straight wall ----------
x = np.linspace(-25, 25, 20001)
dx = x[1] - x[0]
wq = np.tanh(np.sqrt(kappa) * x)
wp = np.sqrt(1 - kappa) / np.cosh(np.sqrt(kappa) * x)
ws = wq**2 + wp**2
res_q = np.diff(wq, 2) / dx**2 - (2 * wq * (ws - 1))[1:-1]
res_p = np.diff(wp, 2) / dx**2 - (wp * (2 * (ws - 1) + kappa))[1:-1]
assert max(np.abs(res_q).max(), np.abs(res_p).max()) < 1e-5
tension = 4 * np.sqrt(kappa) * (1 - kappa / 3)
wall_quad = trapezoid(np.gradient(wq, dx)**2 + np.gradient(wp, dx)**2
                      + (ws - 1)**2 + kappa * wp**2, dx=dx)
assert abs(wall_quad / tension - 1) < 1e-4

# ---------- skyrmion, saddle, barrier ----------
disc, sky, saddle, fields, states, mcs = find_states(160)


def total(u, mc=mc_bias):
    return disc.energy(u, stiff=lam, mc=mc)


e_sky, e_saddle = total(sky), total(saddle)
barrier = e_saddle - e_sky
R_sky, R_saddle = disc.radius(sky), disc.radius(saddle)
H_sky = 2 * lam * (mc_bias - disc.mean(sky))
H_saddle = 2 * lam * (mc_bias - disc.mean(saddle))
assert barrier > 0.1
modes_sky = disc.radial_modes(sky, mc_bias)[0]
modes_saddle, vectors = disc.radial_modes(saddle, mc_bias)
assert modes_sky[0] > 0
assert modes_saddle[0] < 0 < modes_saddle[1]
angular_sky = [disc.angular_mode(sky, k) for k in (1, 2, 3, 4)]
angular_saddle = [disc.angular_mode(saddle, k) for k in (1, 2, 3, 4)]
# k = 1 contains the nearly free shift of the bubble: zero within grid error
assert angular_sky[0] > -5e-3 and min(angular_sky[1:]) > 0

coarse = find_states(80)
barrier_coarse = (coarse[0].energy(coarse[2], stiff=lam, mc=mc_bias)
                  - coarse[0].energy(coarse[1], stiff=lam, mc=mc_bias))
assert abs(barrier_coarse / barrier - 1) < 0.03, (barrier_coarse, barrier)

# work done along the stationary branch equals the barrier
before = fields < H_saddle
branch = [s for s, ok in zip(states, before) if ok] + [saddle]
H_line = np.append(fields[before], H_saddle)
m_line = np.array([disc.mean(s) for s in branch])
work = rc**2 / 2 * trapezoid(H_line - 2 * lam * (mc_bias - m_line), m_line)
assert abs(work / barrier - 1) < 0.01, (work, barrier)

# film field from the two circuit equations
film_v, series_v = np.linalg.solve(
    [[1, 1], [C_back, -C_series]], [bias, -P0 * area * disc.mean(sky)])
E_sky = H_sky * W0 / P0
assert abs(film_v / thickness / E_sky - 1) < 1e-6

# wall tension and wall magnitude seen in the full skyrmion
wall_min = np.min(np.hypot(sky[:disc.n], sky[disc.n:]))
assert abs(2 * H_sky * R_sky / tension - 1) < 0.05
assert abs(wall_min / np.sqrt(1 - kappa) - 1) < 0.03

# leading-order bubble estimate
lam_eff = 4 * lam / (4 + lam)
RR = np.linspace(0.01, 0.9 * rc, 20000)
bubble = tension * RR + lam_eff * rc**2 / 2 * (2*RR**2/rc**2 - 1 - mc_bias)**2
turn = np.where(np.diff(np.sign(np.diff(bubble))) != 0)[0] + 1
assert len(turn) == 2
bubble_barrier = bubble[turn[0]] - bubble[turn[1]]
assert abs(bubble_barrier / barrier - 1) < 0.35, (bubble_barrier, barrier)

# ---------- downhill path from the saddle to the single-domain state ----------
kick = vectors[:, 0] * 0.05 / np.max(np.abs(vectors[:, 0]))
if np.sum(disc.w * kick[disc.n:]) > 0:
    kick = -kick
collapse = disc.flow(saddle + kick, mc_bias)
single = disc.newton(collapse[-1], stiff=lam, mc=mc_bias)
assert disc.radial_modes(single, mc_bias)[0][0] > 0
path = branch + collapse + [single]
path_e = np.array([total(s) for s in path])
path_c = np.array([disc.centre(s) for s in path])
assert np.all(np.diff([total(s) for s in collapse]) < 1e-8)
assert path_e.max() < e_saddle + 1e-6
cross = np.where(path_c < 0)[0][0]
frac = path_c[cross - 1] / (path_c[cross - 1] - path_c[cross])
crossing = (1 - frac) * path[cross - 1] + frac * path[cross]
e_cross = total(crossing)
assert abs(disc.centre(crossing)) < 1e-10
last_up = path[np.where(path_c > 0.2)[0][-1]]
first_down = path[np.where(path_c < -0.2)[0][0]]
Q_values = [disc.charge(s) for s in (sky, last_up, first_down, single)]
assert np.allclose(Q_values, [1, 1, 0, 0], atol=1e-3)
for s, Q in zip((sky, last_up, first_down, single), Q_values):
    assert abs(Q - 0.5 * (np.sign(disc.centre(s)) + 1)) < 1e-3

# straight-line interpolation: crude but finite upper bound
line = [total((1 - s) * sky + s * single) for s in np.linspace(0, 1, 201)]
line_bound = max(line) - e_sky
assert np.isfinite(line_bound) and line_bound >= barrier

# ---------- erasing voltage ----------
fine = np.linspace(fields[0], fields[-1], 20001)
m_fine = CubicSpline(fields, [disc.mean(s) for s in states])(fine)
e_fine = CubicSpline(fields, [disc.energy(s) for s in states])(fine)
mc_fine = m_fine + fine / (2 * lam)
mc_erase = mc_fine.min()
V_erase = mc_erase * volt_per_mc
assert disc.centre(disc.flow(sky, mc_erase - 0.03)[-1]) < 0
assert disc.centre(disc.flow(sky, mc_erase + 0.03)[-1]) > 0
reduced = []
for part in (0.5, 0.9):
    mc = mc_bias + part * (mc_erase - mc_bias)
    roots = np.where(np.diff(np.sign(mc_fine - mc)) != 0)[0]
    assert len(roots) == 2
    tot = e_fine + lam * rc**2 / 2 * (m_fine - mc)**2
    reduced.append((mc * volt_per_mc, (tot[roots[1]] - tot[roots[0]]) * unit_eV))
assert barrier * unit_eV > reduced[0][1] > reduced[1][1] > 0

# ---------- sizes of neglected effects ----------
kT = const.k * temperature / const.e
ten_years = 10 * const.year
retention = kT * np.log(soft_mode_hz * ten_years)
T_tunnel = (const.hbar * 2 * np.pi * soft_mode_hz
            * np.sqrt(-modes_saddle[0] / 4) / (2 * np.pi * const.k))
electrode = P0**2 * screening_length / (const.epsilon_0 * thickness)
E_single = 2 * lam * (mc_bias - disc.mean(single)) * W0 / P0
nm = delta * 1e9

print(f"P0 = {P0*100:.0f} uC/cm2; well depth W0 = {W0/1e6:.0f} MJ/m3")
print(f"gradient coefficient G = {G:.2e} J m3/C2; kappa = {kappa:.2f}")
print(f"disc radius {disc_radius*1e9:.0f} nm, thickness {thickness*1e9:.0f} nm")
print(f"series capacitor {C_series*1e15:.2f} fF, bias {bias*1e3:.0f} mV")
print(f"background permittivity (relative) {eps_background:.0f}")
print(f"length unit delta = {nm:.3f} nm; disc radius/delta = {rc:.2f}")
print(f"energy unit 2 pi W0 delta^2 d = {unit_eV:.2f} eV")
print(f"circuit stiffness Lambda = {lam:.4f}; m_c = {mc_bias:.4f}")
print(f"wall tension = {tension*W0*delta*1e3:.1f} mJ/m2 (t = {tension:.4f})")
print(f"two-zero texture, Q in turn = {[int(round(v)) for v in two_zero_Q]}")
print(f"fixed-length gradient energy 4 pi A d = {four_pi_A*unit_eV:.1f} eV")
print(f"skyrmion radius = {R_sky*nm:.2f} nm")
print(f"smallest |P|/P0 in skyrmion = {wall_min:.3f}")
print(f"  straight-wall value sqrt(1-kappa) = {np.sqrt(1-kappa):.3f}")
print(f"critical-bubble radius = {R_saddle*nm:.2f} nm")
print(f"P_z/P0 at centre of critical bubble = {disc.centre(saddle):.3f}")
print(f"barrier skyrmion -> single domain = {barrier*unit_eV:.2f} eV")
print(f"  same from work integral = {work*unit_eV:.2f} eV")
print(f"  same on coarser grid = {barrier_coarse*unit_eV:.2f} eV")
print(f"  leading-order bubble estimate = {bubble_barrier*unit_eV:.2f} eV")
print(f"barrier / kT at {temperature:.0f} K = {barrier*unit_eV/kT:.0f}")
print(f"energy when centre P = 0, from skyrmion = {(e_cross-e_sky)*unit_eV:.2f} eV")
print(f"  same, from critical bubble = {(e_cross-e_saddle)*unit_eV:.2f} eV")
print(f"largest in-plane P/P0 at that moment = {crossing[:disc.n].max():.3f}")
print(f"single-domain energy from skyrmion = {(total(single)-e_sky)*unit_eV:.2f} eV")
print(f"straight-line upper bound = {line_bound*unit_eV:.1f} eV")
print("Q: skyrmion, before zero, after zero, end =",
      [int(round(v)) for v in Q_values])
print(f"lowest radial stiffness: skyrmion {modes_sky[0]:.4f}, "
      f"saddle {modes_saddle[0]:.4f}")
print("angular stiffness k=1..4, skyrmion:",
      " ".join(f"{v:.4f}" for v in angular_sky))
print("angular stiffness k=1..4, saddle:",
      " ".join(f"{v:.4f}" for v in angular_saddle))
print(f"erasing voltage = {V_erase*1e3:.1f} mV")
for V, b in reduced:
    print(f"barrier at {V*1e3:.1f} mV = {b:.2f} eV")
print(f"barrier needed for 10 years at {temperature:.0f} K = {retention:.2f} eV")
print(f"film field: skyrmion {E_sky/1e8:.3f}, "
      f"single domain {E_single/1e8:.3f} MV/cm")
print(f"assumed soft-mode frequency = {soft_mode_hz/1e12:.0f} THz (rough)")
print(f"tunnelling crossover temperature = {T_tunnel:.1f} K")
print(f"assumed electrode screening length = {screening_length*1e9:.3f} nm (rough)")
print(f"neglected electrode energy = {electrode/1e6:.0f} MJ/m3")
print(f"wall half-width / lattice constant = "
      f"{delta/np.sqrt(kappa)/lattice:.1f} (lattice {lattice*1e9:.1f} nm)")
print("PASS")
```

It prints:

```
P0 = 70 uC/cm2; well depth W0 = 60 MJ/m3
gradient coefficient G = 1.50e-10 J m3/C2; kappa = 0.40
disc radius 16 nm, thickness 8 nm
series capacitor 1.70 fF, bias -100 mV
background permittivity (relative) 10
length unit delta = 0.783 nm; disc radius/delta = 20.44
energy unit 2 pi W0 delta^2 d = 11.53 eV
circuit stiffness Lambda = 0.2402; m_c = -0.3020
wall tension = 103.0 mJ/m2 (t = 2.1925)
two-zero texture, Q in turn = [0, 1, 0]
fixed-length gradient energy 4 pi A d = 46.1 eV
skyrmion radius = 7.52 nm
smallest |P|/P0 in skyrmion = 0.772
  straight-wall value sqrt(1-kappa) = 0.775
critical-bubble radius = 2.74 nm
P_z/P0 at centre of critical bubble = 0.996
barrier skyrmion -> single domain = 34.47 eV
  same from work integral = 34.47 eV
  same on coarser grid = 34.57 eV
  leading-order bubble estimate = 33.31 eV
barrier / kT at 300 K = 1333
energy when centre P = 0, from skyrmion = 13.02 eV
  same, from critical bubble = -21.45 eV
largest in-plane P/P0 at that moment = 0.536
single-domain energy from skyrmion = -12.52 eV
straight-line upper bound = 392.6 eV
Q: skyrmion, before zero, after zero, end = [1, 1, 0, 0]
lowest radial stiffness: skyrmion 0.0280, saddle -0.0524
angular stiffness k=1..4, skyrmion: 0.0000 0.0322 0.0857 0.1560
angular stiffness k=1..4, saddle: 0.0001 0.1470 0.2863 0.3463
erasing voltage = -142.0 mV
barrier at -121.0 mV = 12.00 eV
barrier at -137.8 mV = 1.06 eV
barrier needed for 10 years at 300 K = 1.25 eV
film field: skyrmion 0.097, single domain 0.271 MV/cm
assumed soft-mode frequency = 3 THz (rough)
tunnelling crossover temperature = 2.6 K
assumed electrode screening length = 0.010 nm (rough)
neglected electrode energy = 69 MJ/m3
wall half-width / lattice constant = 3.1 (lattice 0.4 nm)
PASS
```
